# What First-Order Ellipsometry Determines About a Thin Film

When ellipsometric data from a film a few nanometres thick are fitted, one must decide whether to let both the thickness and the refractive index vary, or to fix one of them beforehand. The first thing to establish is what the data contain at first order in the thickness $d$. For a film of permittivity $e$ on a substrate of permittivity $s$, in vacuum, they contain one combination,

$$J=\frac{d\,(e-1)(e-s)}{e}.\tag{1}$$

At one wavelength, further angles of incidence repeat the same $J$. Whether this makes thickness and index inseparable depends on what else is known. If $e$ and $s$ are real, $J$ is one real number for two unknowns. If the film may absorb, $J$ gives two real numbers for three unknowns. If the film is known to be transparent and the substrate absorbs, two numbers face two unknowns, and separation is possible in principle.

## Setting and field equations

The film is uniform, isotropic and non-magnetic, with flat faces at $z=0$ and $z=d$. The substrate is thick, isotropic and known. Fields vary as $\exp(-i\omega t)$, so absorption means a positive imaginary permittivity. With vacuum wavelength $\lambda$ and angle of incidence $\phi$, let

$$k_0=2\pi/\lambda,\quad c=\cos\phi,\quad S=\sin^2\phi,\quad Q=\sqrt{s-S},$$

where $Q$ has a non-negative imaginary part. The instrument measures

$$\rho=r_p/r_s=\tan\Psi\,e^{i\Delta}.$$

Here $r_s$ is a ratio of electric amplitudes and $r_p$ a ratio of magnetic amplitudes. A bare lossless substrate then has $\Delta=180^\circ$ below the Brewster angle. The opposite time convention replaces $\Delta$ by $360^\circ-\Delta$.

Scale the magnetic field by the vacuum impedance, so that $\nabla\times\mathbf E=ik_0\mathbf H$ and $\nabla\times\mathbf H=-ik_0e\mathbf E$. All fields vary along the surface as $\exp(ik_0x\sin\phi)$.

For s polarization take $\psi=E_y$ and $F=-H_x$. The $x$ component of the first curl equation gives $\psi'=ik_0F$. Its $z$ component gives $H_z=\sin\phi\,E_y$, and the $y$ component of the second then gives $F'=ik_0(e-S)\psi$.

For p polarization take $\psi=H_y$ and $F=E_x$. The $x$ component of the second curl equation gives $\psi'=ik_0eF$. Its $z$ component gives $E_z=-\sin\phi\,H_y/e$, and the $y$ component of the first then gives $F'=ik_0(1-S/e)\psi$. Both cases have the form

$$\psi'=ik_0mF,\qquad F'=ik_0w\psi,\tag{2}$$

with $m=1$, $w=e-S$ for s, and $m=e$, $w=1-S/e$ for p. Both $\psi$ and $F$ are continuous at every interface, being tangential fields.

In vacuum $\psi=e^{ik_0cz}+re^{-ik_0cz}$, and (2) gives $F=c(e^{ik_0cz}-re^{-ik_0cz})$. In the substrate only the wave travelling away from the surface is present, with $F/\psi=Y_s$, where $Y_s=Q$ for s and $Y_s=Q/s$ for p.

## First derivation: carrying the admittance through the film

The ratio $Y=F/\psi$ is continuous. Differentiating it and using (2),

$$Y'=\frac{F'}{\psi}-\frac{F\psi'}{\psi^2}=ik_0(w-mY^2).$$

At $z=d$ its value is $Y_s$. One step back across the film gives, to first order,

$$Y(0)=Y_s+\delta Y,\qquad \delta Y=-ik_0d\,(w-mY_s^2).$$

At $z=0$ the vacuum fields give $Y=c(1-r)/(1+r)$, hence $r=(c-Y)/(c+Y)$. Therefore

$$\delta\ln r=-\delta Y\left(\frac1{c-Y_s}+\frac1{c+Y_s}\right)=\frac{2ik_0cd\,(w-mY_s^2)}{c^2-Y_s^2}.\tag{3}$$

The reference is a bare surface at $z=0$. If growth moves the surface outwards, $r_p$ and $r_s$ acquire the same phase factor, which cancels in $\rho$.

For s polarization, $w-mY_s^2=(e-S)-(s-S)=e-s$ and $c^2-Y_s^2=1-s$, so

$$\delta\ln r_s=2ik_0cd\,\frac{s-e}{s-1}.\tag{4}$$

For p polarization, $Y_s^2=(s-S)/s^2$. The denominator of (3), multiplied by $s^2$, is

$$s^2(1-S)-s+S=s(s-1)-S(s^2-1)=(s-1)D,$$

with $D=s-(s+1)S$. The numerator factor, multiplied by $s^2$, is

$$s^2-\frac{s^2S}{e}-es+eS=s(s-e)-\frac{S(s^2-e^2)}{e}=(s-e)\left[s-S\left(1+\frac se\right)\right].$$

Thus

$$\delta\ln r_p=2ik_0cd\,\frac{s-e}{s-1}\,\frac{s-S(1+s/e)}{D}.\tag{5}$$

Subtract (4) from (5). Over the common denominator $D$, the bracket is

$$s-S-\frac{sS}{e}-s+sS+S=sS\left(1-\frac1e\right).$$

Since $(s-e)(1-1/e)d=-J$,

$$\delta\ln\rho=-\frac{2ik_0cSs}{(s-1)D}\,J.\tag{6}$$

The pole at $D=0$ appears because $r_p$ of a bare lossless substrate vanishes at the Brewster angle, where its logarithm is undefined. The change of $\rho$ itself is regular. From the bare coefficients,

$$r_{p0}=\frac{c^2-Q^2/s^2}{(c+Q/s)^2}=\frac{(s-1)D}{(sc+Q)^2},\qquad r_{s0}=\frac{1-s}{(c+Q)^2},$$

so $\rho_0=-D(c+Q)^2/(sc+Q)^2$. Multiplying (6) by $\rho_0$ cancels $D$:

$$\rho-\rho_0=GJ,\qquad G=\frac{2ik_0cSs\,(c+Q)^2}{(s-1)(sc+Q)^2}.\tag{7}$$

The factor $G$ contains the angle, wavelength and substrate, but nothing about the film. It vanishes at normal and grazing incidence.

## Second derivation: comparing two complete fields

Let subscript 1 denote the fields for a bare substrate filling $z>0$, and subscript 2 those when the layer $0<z<d$ has been replaced by film. The film may now vary with depth and be uniaxial about the surface normal, with permittivities $e_x$ in the plane and $e_z$ along the normal. In the field equations $E_x$ and $E_y$ meet $e_x$, while $E_z$ meets $e_z$. Hence $w=e_x-S$ for s, and $m=e_x$, $w=1-S/e_z$ for p.

Define $W=\psi_1F_2-F_1\psi_2$. Equation (2) gives

$$W'=ik_0\left[(w_2-w_1)\psi_1\psi_2-(m_2-m_1)F_1F_2\right].$$

Beyond the film both fields have the same ratio $F/\psi=Y_s$, so $W(d)=0$. At the surface

$$W(0)=c\left[(1+r_1)(1-r_2)-(1-r_1)(1+r_2)\right]=2c(r_1-r_2).$$

Integration from $0$ to $d$ yields an identity without a thin-film approximation:

$$r_2-r_1=\frac{ik_0}{2c}\int_0^d\left[(w_2-w_1)\psi_1\psi_2-(m_2-m_1)F_1F_2\right]dz.\tag{8}$$

The reflected wave changes because the film's polarization differs from that of the substrate it replaces. To first order, replace the continuous quantities $\psi$ and $F$ by their bare surface values $1+r_1$ and $c(1-r_1)$. With $r_1=(c-Y_s)/(c+Y_s)$,

$$\frac{(1+r_1)^2}{r_1}=\frac{4c^2}{c^2-Y_s^2},\qquad \frac{c^2(1-r_1)^2}{r_1}=\frac{4c^2Y_s^2}{c^2-Y_s^2}.$$

For a slice $dz$, (8) then gives

$$\delta\ln r_s=2ik_0c\,dz\,\frac{e_x-s}{1-s},$$

$$\delta\ln r_p=2ik_0c\,dz\,\frac{S/s-S/e_z-(e_x-s)Y_s^2}{c^2-Y_s^2}.$$

Multiply the numerator and denominator of the second fraction by $s^2$, then subtract the first. The numerator over $(s-1)D$ becomes

$$sS-\frac{s^2S}{e_z}-(e_x-s)(s-S)+(e_x-s)D.$$

Since $D-(s-S)=-sS$, it equals $-sS(e_x+s/e_z-1-s)$. Equation (6) follows again, with

$$J=\int_0^d\left(e_x+\frac{s}{e_z}-1-s\right)dz.\tag{9}$$

For a uniform isotropic film, $e+s/e-1-s=(e-1)(e-s)/e$, which restores (1). Layers add at this order, whatever their sequence.

## What each derivation assumes

Both assume local linear response, flat faces, a known substrate and a small change of field across the film. From (2), the relative changes of $\psi$ and $F$ are of order $k_0d|mF/\psi|$ and $k_0d|w\psi/F|$. Both must be small, so a very large $|e|$, or an $|e|$ near zero, can spoil the expansion even when $k_0d$ is small.

The first derivation, as written, takes a uniform isotropic film and needs only the admittance at its lower face. It uses $\ln r$, so the Brewster point is reached by continuation. The second needs a comparison field throughout the replaced layer, but gives the change of $r$ directly and admits a depth profile and a uniaxial film. It also shows which fields may be approximated by bare values: tangential $E$, and $H_y$, which is proportional to normal $D$. Normal $E$ jumps at the faces and cannot be carried over in this way.

## When thickness and index cannot be separated

Write $J/d=e+s/e-1-s$. It is unchanged by $e\to s/e$, so even a known thickness can leave two permittivities. For a trial thickness $d$, the permittivity must satisfy

$$e^2-\left(1+s+\frac Jd\right)e+s=0.$$

Let $s$ be real and greater than 1. The product of the roots is then real and positive, so the roots are both real or have imaginary parts of opposite sign. One of them therefore describes a passive film. Every positive thickness is compatible with the first-order data if absorption is unrestricted.

Transparency narrows the choice. For $1<e<s$,

$$-\frac Jd=(\sqrt s-1)^2-\left(\sqrt e-\sqrt{s/e}\right)^2\le(\sqrt s-1)^2,$$

and hence

$$d\ge\frac{|J|}{(\sqrt s-1)^2}.\tag{10}$$

Equality holds at $e=\sqrt s$. Near that value $J/d$ is stationary in $e$, so the thickness depends weakly on the assumed index while the index is poorly determined.

For real $e$ and real $s>1$, the coefficient in (6) is imaginary. Away from the Brewster angle, $\Delta$ therefore moves at first order, while $\Psi$ does not.

If the substrate absorbs and the film is known to be transparent, put $A=d(e-1)$ and $B=d(e-1)/e$. Then $J=A-sB$, and

$$B=-\frac{\operatorname{Im}J}{\operatorname{Im}s},\quad A=\operatorname{Re}J+B\operatorname{Re}s,\quad e=\frac AB,\quad d=\frac{AB}{A-B}.\tag{11}$$

The last relation follows from $e-1=(A-B)/B$. Two wavelengths with different real $s$ serve as well, provided the film has the same real $e$ at both: $B=-(J_1-J_2)/(s_1-s_2)$ and $A=J_1+s_1B$.

## A two-nanometre oxide

Take rough values for an alumina-like oxide on silicon: $d=2.00$ nm, film index 1.65, substrate index $3.88+0.02i$, $\lambda=633$ nm and $\phi=70^\circ$. Then $e=2.7225$, $s=15.054+0.155i$, and

$$J=2.00\times\frac{1.7225\,(-12.3315-0.1552i)}{2.7225}=-15.60-0.20i\ \text{nm}.$$

Equation (7) gives $G\approx0.00136i$ nm$^{-1}$, and the bare ratio is $\rho_0=-0.186-0.003i$. The phase change is about $0.00136\times15.60/0.186=0.114$ rad, or $6.54^\circ$. Solving (2) without the thin-film expansion, by matrix exponentials, gives $6.52^\circ$. All readings below use this full solution unless called first-order.

For $\Psi$ the full shift is $0.054^\circ$, against a first-order $0.010^\circ$. Higher orders supply most of it, so inserting it in the first-order inversion (11) would be unsound here, although the substrate absorbs slightly.

Other transparent films with the same $\operatorname{Re}J$ differ from the original reading as follows.

| index | $d$ (nm) | $\Psi$ gap | $\Delta$ gap |
|---|---|---|---|
| 1.45 | 2.30 | $+0.005^\circ$ | $-0.003^\circ$ |
| 1.80 | 1.91 | $-0.004^\circ$ | $+0.002^\circ$ |
| 1.95 | 1.88 | $-0.008^\circ$ | $+0.005^\circ$ |
| 2.35 | 2.00 | $-0.023^\circ$ | $+0.012^\circ$ |

Assume independent noise of $0.02^\circ$ in each angle. The first three rivals lie well inside it, and the last, the partner $e\to s/e$, is comparable with it. Using the real parts of $J$ and $s$, (10) gives $d\ge1.88$ nm, reached near index 1.97. Assuming 1.45 instead of 1.65 raises the inferred thickness by 15%.

Propagating the noise through the derivatives of the full solution gives standard errors of 0.74 nm and 0.85 in index when both are fitted. These linearized values signal a nearly undetermined fit, not a reliable interval. With the index known, the thickness error is 0.006 nm. At 10 nm, with the other settings unchanged, the joint errors fall to 0.18 nm and 0.04; at 30 nm they are 0.08 nm and 0.004. The separation then comes largely from terms beyond first order.

At 310 nm, take $s=12+36i$ as a rough value for strongly absorbing silicon and keep the film, angle and noise. The joint errors for 2 nm are 0.09 nm and 0.06 in index. The information is there, but first-order inversion is biased: with $J$ taken from the full solution as $(\rho-\rho_0)/G$ by (7), (11) returns 1.63 nm and $e=4.52$. With $J$ taken instead from $\ln(\rho/\rho_0)$ by (6), which agrees at first order, it returns 2.47 nm and $e=1.99$. For a true thickness of 0.2 nm the two routes give 0.193 nm with $e=2.91$ and 0.203 nm with $e=2.65$. A 2 nm film should therefore be fitted with the full layered solution.

A second visible wavelength can also help. Add to the 633 nm reading one at 500 nm, with a rough silicon index of $4.29+0.07i$ there. If the film index is the same at both, the linearized joint errors for 2 nm are 0.07 nm and 0.07 in index. The result is sensitive to dispersion: an unrecognized rise of 0.01 in film index from 633 to 500 nm shifts the fitted index by about $+0.08$ and the thickness by about $-0.06$ nm.

## Limits set by a real surface

Real oxide growth on silicon can break the assumption of one film on a clean substrate. In this model, 1 nm of interfacial oxide with index 1.46 adds $2.84^\circ$ to $\Delta$. If it was present before growth and the reference includes it, the film's $\Delta$ signal changes only from $6.52^\circ$ to $6.48^\circ$, but its $\Psi$ signal rises from $0.054^\circ$ to $0.092^\circ$, which matters if both thickness and index are fitted. An added 0.5 nm rough layer, treated by the Bruggeman mixture rule as half oxide and half void, adds $1.16^\circ$. Making $e_z$ smaller than $e_x$ by 0.05 changes $\Delta$ by $-0.09^\circ$.

Temperature shifts $\Psi$ mainly through the reference. Heating the substrate by 180 K, with a rough index slope of $4\times10^{-4}$ K$^{-1}$, moves $\Psi$ by $0.52^\circ$, about ten times the film's own $\Psi$ signal. With a hot bare reference, the film's $\Delta$ signal is $6.33^\circ$, 3% below the cold value. This difference of $0.19^\circ$ exceeds the noise, so the fit also needs the hot substrate permittivity. An angle error of $0.01^\circ$ moves $\Psi$ by $-0.016^\circ$, more than the gaps of the first three rivals.

For a transparent film near 2 nm measured only at 633 nm and $70^\circ$, the index should be fixed from independent knowledge and the thickness fitted. Freeing both becomes useful for films of some tens of nanometres, at a wavelength where the substrate absorbs strongly, or with a second wavelength if the film's dispersion is known. In each case the substrate permittivity and the reference surface must be known well enough. If absolute $\Psi$ and $\Delta$ are fitted for the 30 nm film at 633 nm, a substrate index 0.01 above the assumed value shifts the fitted thickness by $+0.27$ nm and the film index by $-0.017$, more than three times the errors from noise. If the changes from a measured bare reference are fitted instead, these shifts fall to about $-0.05$ nm and $-0.002$, though the reference then adds its own noise. For the 2 nm film with absolute readings, a substrate extinction coefficient 0.01 above the assumed value at 310 nm shifts thickness and index by $+0.18$ nm and $-0.10$. In the two-wavelength fit, a substrate index 0.01 above the assumed value at 500 nm shifts them by $+0.15$ nm and $-0.12$. Both are about twice the errors from noise. Greater thickness does not always help: in this example the joint fit fails again near 233 nm, where the round trip through the film adds a full period of phase and the reading returns to that of the bare surface.

All numerical values are calculated from the stated model.
